# Image Dipoles and the Surface Selection Rule of Reflection Infrared Spectroscopy, part 2

Infrared light reflected from a metal film during atomic layer deposition may miss some vibrations of molecules on the surface. Which vibrations can it detect, and how strongly?

A perfect conductor fills $z<0$, with vacuum above. Fields are complex amplitudes multiplying $e^{-i\omega t}$, in SI units; $k=\omega/c$ and $\tilde\nu=\omega/(2\pi c)$. Light of amplitude $E_0$ arrives in the $xz$ plane at angle $\theta$ from the normal $\hat{\mathbf z}$. Its electric field lies in that plane (p-polarized) or along $y$ (s-polarized).

A dilute layer has $N_s$ molecules per unit area at height $d$, with $kd\ll1$. A harmonic mode with mass-weighted coordinate $Q$ has the real dipole derivative $\mathbf m=d\boldsymbol\mu/dQ$. Radiation damping and electronic polarizability are neglected.

A dipole $\mathbf p$ at height $d$ has an image at $-d$:
$$
\mathbf p'=M\mathbf p,\qquad M=\mathrm{diag}(-1,-1,1). \tag{3}
$$
With $\varphi=kd\cos\theta$, the total field $\mathbf E_{\rm tot}$ at the molecule in p-polarized light is
$$
\begin{aligned}
E_x&=E_0\cos\theta\,(e^{-i\varphi}-e^{i\varphi})=-2iE_0\cos\theta\sin\varphi,\\
E_z&=E_0\sin\theta\,(e^{-i\varphi}+e^{i\varphi})=2E_0\sin\theta\cos\varphi ,
\end{aligned} \tag{9}
$$
so that
$$
|\mathbf m\cdot\mathbf E_{\rm tot}|^2=4E_0^2\left(m_z^2\sin^2\theta\cos^2\varphi+m_x^2\cos^2\theta\sin^2\varphi\right). \tag{10}
$$
In s-polarized light, $E_y=-2iE_0\sin\varphi$.

The molecule's own image shifts its frequency from $\omega_0$ to $\Omega$. With $\gamma$ the angle between $\mathbf m$ and the normal,
$$
\Omega^2=\omega_0^2-g|\mathbf m|^2,\qquad
g=\frac{1+\cos^2\gamma}{4\pi\varepsilon_0(2d)^3}. \tag{11}
$$
For a driving strength held constant over the band, the mean power $P$ absorbed by one molecule satisfies
$$
\int_0^\infty P\,d\omega=\frac{\pi}{4}|\mathbf m\cdot\mathbf E_{\rm tot}|^2. \tag{12}
$$

Two claims remain to be proved. First, let $\Delta R$ be the reflectance of the bare metal, equal to one, minus that of the covered metal. To leading order in $kd$, it vanishes for s-polarized light, and for p-polarized light
$$
\int\Delta R\,d\tilde\nu=\frac{N_s m_z^2}{\varepsilon_0c^2}\,\frac{\sin^2\theta}{\cos\theta}. \tag{2}
$$
Second, if the adsorption site has a finite symmetry group, a mode can have $m_z\neq0$ only if it is totally symmetric in that group.

### Proof of the intensity formula

The incident wave carries the mean flux $\frac12\varepsilon_0cE_0^2$ along its direction of travel. The power falling on unit area of the surface is smaller by the factor $\cos\theta$. An ideal metal absorbs nothing, so the power missing from the reflected beam is $N_sP$. Scattering out of the beam is neglected together with radiation damping. Therefore
$$
\Delta R=\frac{N_sP}{\frac12\varepsilon_0cE_0^2\cos\theta}. \tag{15}
$$
At leading order, $|\mathbf m\cdot\mathbf E_{\rm tot}|^2=4m_z^2E_0^2\sin^2\theta$. From (12),
$$
\int P\,d\omega=\pi m_z^2E_0^2\sin^2\theta ,
$$
and (15) gives
$$
\int\Delta R\,d\omega=\frac{2\pi N_sm_z^2}{\varepsilon_0c}\,\frac{\sin^2\theta}{\cos\theta}.
$$
Since $d\omega=2\pi c\,d\tilde\nu$, division by $2\pi c$ gives (2). For s-polarization the driving field is of order $kd$, so the loss is of order $(kd)^2$ and vanishes at leading order. $\square$

**Remark: doubled amplitude, fourfold power.** Without the metal, a dilute layer of the same oriented molecules with $\mathbf m$ along the normal would be driven by $E_0\sin\theta$ in place of $2E_0\sin\theta$. The metal thus raises the absorbed power by a factor of four. The factor $1/\cos\theta$ is present in both cases; it accounts for the larger area lit by an oblique beam.

**Remark: a film of finite thickness.** Let a film of thickness $t$ have an absorptive susceptibility $\chi''$ for one field component. Its absorbed power density is $\frac12\omega\varepsilon_0\chi''|E|^2$. Dividing by the incident flux and integrating over the film gives, for a weak normal response with $kt\ll1$,
$$
\Delta R_z\simeq4kt\,\chi''\frac{\sin^2\theta}{\cos\theta}.
$$
For a response along $x$, the field (9) at height $z$ gives
$$
\Delta R_x\simeq\frac{k\chi''}{\cos\theta}\int_0^t4\cos^2\theta\,(kz\cos\theta)^2dz
=\frac43\chi''(kt)^3\cos^3\theta. \tag{16}
$$
For $kt=0.05$, $\chi''=0.001$ and $\theta=80^\circ$, solving Maxwell's equations through the film gives a normal loss of $1.1164\times10^{-3}$ and a tangential loss of $8.73\times10^{-10}$. Without the metal, the normal-response film absorbs $2.7918\times10^{-4}$. The ratio of the two normal losses is 3.999, in agreement with the fourfold rise.

**Remark: grazing incidence.** The loss (15) at a fixed frequency, and with it formula (2), grows without limit as $\theta\to90^\circ$, whereas a reflectance loss cannot exceed one. The formula fails there because the first-order loss (15) is no longer small: the field reradiated by the layer then changes the field that drives it. For the film model of the water bend used below, the exact peak loss reaches nearly one at about $89.98^\circ$ and falls toward zero closer to $90^\circ$. On a real metal the finite permittivity reduces the loss near grazing incidence, even if the metal does not absorb: for $\varepsilon=-1000$ the loss is 0.97 of the ideal value at $80^\circ$ and 0.55 at $88^\circ$, and for $\varepsilon=-1000+300i$ it is 0.88 and 0.42.

### Proof of the symmetry statement

Consider a finite group of operations that leave the adsorption site unchanged. They may rotate the site about the surface normal or reflect it in planes containing the normal. None can exchange metal and vacuum. Every operation $S$ therefore leaves $\hat{\mathbf z}$ fixed, and the normal component of any dipole is unchanged by $S$.

First take a nondegenerate mode, for which $S$ changes $Q$ into $\eta_SQ$, with $\eta_S=\pm1$. The transformed vibration has the normal dipole $\eta_Sm_zQ$. The rotated or reflected dipole has the normal component $m_zQ$. These describe the same configuration, so
$$
\eta_Sm_z=m_z. \tag{17}
$$
If any operation has $\eta_S=-1$, then $m_z=0$.

For a degenerate set, collect the normal derivatives of its modes in a row $\mathbf a$, and let $D(S)$ be the matrices that transform the mode coordinates. The same argument gives $\mathbf aD(S)=\mathbf a$ for every $S$. Averaging over the group gives $\mathbf a\bar D=\mathbf a$, where $\bar D$ is the mean of all $D(S)$. Multiplication by any $D(S)$ merely reorders the terms of this mean, so $D(S)\bar D=\bar D$. The columns of $\bar D$ are therefore vectors that no operation changes. An irreducible set of more than one mode contains no such nonzero vector, since that vector alone would span a smaller invariant set. Hence $\bar D=0$ and $\mathbf a=0$. Together with (17), this proves that a mode with $m_z\neq0$ is totally symmetric. $\square$

The condition is necessary but not sufficient. A totally symmetric mode may have a small or zero $m_z$ for reasons unrelated to symmetry. At a site with no symmetry except the identity, every mode is totally symmetric, and group theory forbids none of them. The argument also includes charge that moves between molecule and metal during the vibration, provided $\mathbf m$ is the dipole derivative of the complete site.

### Example: water above an ideal metal

Water can serve as an oxygen source in atomic layer deposition. Its free-molecule geometry, harmonic frequencies and dipole derivatives were computed by the restricted Hartree–Fock method in the 6-31++G** basis. The bond length is 0.943 Å and the bond angle 107.1°. These values omit electron correlation and anharmonicity, and they are not converged with respect to the basis. In the larger aug-cc-pVTZ basis the same method gives 0.941 Å and 106.3°, frequencies of 1745, 4121 and 4223 cm$^{-1}$, and derivatives of about 0.31, 0.12 and 0.31 $e/\sqrt u$ for the bend, the symmetric stretch and the antisymmetric stretch; the upright band areas given below then fall by about 15 and 26 percent. Including correlation (B3LYP, aug-cc-pVDZ) lowers the derivative of the symmetric stretch further, to about 0.065 $e/\sqrt u$. The digits shown below belong to the 6-31++G** model only. The derivatives are then used unchanged above the metal, so the example also omits bonding to the surface and coupling between molecules. It illustrates the rule and is not a prediction of a measured spectrum.

Choose $\theta=80^\circ$, $d=0.3$ nm and $N_s=1$ nm$^{-2}$. First let the twofold axis of water point along the surface normal, with the molecule in the $yz$ plane. The results are as follows, with $u$ the atomic mass unit.

| Mode | $\tilde\nu$ (cm$^{-1}$) | $\lvert m_y\rvert$ ($e/\sqrt u$) | $\lvert m_z\rvert$ ($e/\sqrt u$) |
|---|---:|---:|---:|
| bend | 1729 | 0.000 | 0.342 |
| symmetric stretch | 4150 | 0.000 | 0.145 |
| antisymmetric stretch | 4272 | 0.304 | 0.000 |

The reflection that exchanges the two hydrogen atoms reverses the antisymmetric stretch. By (17) its normal derivative must vanish, as the table shows. Its tangential derivative is about twice the normal derivative of the symmetric stretch in this basis (about 2.5 times in aug-cc-pVTZ), so the mode is silent because of its direction and not because its dipole change is weak.

For the bend, $e^2/u=1.546\times10^{-11}$ C$^2$ kg$^{-1}$ and $\varepsilon_0c^2=7.958\times10^5$ in SI units. Equation (2) gives
$$
\int\Delta R\,d\tilde\nu
=\frac{10^{18}(0.3416)^2(1.546\times10^{-11})}{7.958\times10^5}(5.585)\ \mathrm{m^{-1}}
=0.127\ \mathrm{cm^{-1}}.
$$
The number 5.585 is $\sin^2\theta/\cos\theta$, and the last step includes division by 100. The symmetric stretch has the smaller area 0.0227 cm$^{-1}$, in the ratio of the squared normal derivatives.

As a test of (2), the bend was also represented by a film 0.3 nm thick, with a full width of 10 cm$^{-1}$. Integrating its reflectance loss from the Maxwell solution gives 0.1263 cm$^{-1}$, compared with 0.1266 cm$^{-1}$ from the formula. The difference is about 0.3 percent of the formula's value. The peak loss is 0.80 percent, so a correction of this size is compatible with an expansion to first order in the loss. The finite range of integration also contributes, and the two effects were not separated.

Now tilt the molecule by $30^\circ$ within its own plane. The normal derivatives of the bend and symmetric stretch are multiplied by $\cos30^\circ$, and their areas by $0.75$. They become 0.0949 and 0.0171 cm$^{-1}$. The antisymmetric stretch acquires
$$
|m_z|=0.3037\sin30^\circ=0.152\ e/\sqrt u
$$
and an area of 0.0250 cm$^{-1}$. It is then stronger than the symmetric stretch. For this kind of tilt by an angle $\tau$, the ratio of the two stretching areas is
$$
\frac{A_{\rm anti}}{A_{\rm sym}}=\left(\frac{0.3037}{0.1448}\right)^2\tan^2\tau , \tag{18}
$$
which equals 1.47 at $30^\circ$ with these derivatives. The value depends strongly on the method: it is about 2.0 with Hartree–Fock in the aug-cc-pVTZ basis and about 5 with B3LYP in aug-cc-pVDZ. Such a ratio can measure orientation only if the dipole derivatives of the adsorbed molecule are known. A tilt about another axis would need another formula.

The self-image field lowers the upright bend by 1.22 cm$^{-1}$ and the symmetric stretch by 0.09 cm$^{-1}$. Expanding (11) for a small shift gives $\omega_0-\Omega\simeq g|\mathbf m|^2/(2\omega_0)$, which explains the smaller shift of the weaker, faster mode. The antisymmetric stretch is shifted too, although its dipole is tangential: with $\gamma=90^\circ$ in (11), it is lowered by 0.20 cm$^{-1}$. Since $g$ varies as $d^{-3}$, these shifts depend strongly on the chosen height. They are also only the self-image contribution and not the net shift. At one molecule per nm$^2$, the fields of neighbouring dipoles and their images are comparable with the self-image field, and for upright molecules vibrating in phase they oppose it. The static image of the permanent dipole also changes the force constant if the dipole moment is not exactly linear in $Q$. These omitted effects can reverse the sign of the shift, and chemical bonding can change it further.

### How strict is the rule?

For the bend, $kd=3.26\times10^{-4}$. If a tangential and a normal dipole have equal magnitudes, (10) gives the ratio of their absorbed powers in p-polarized light as
$$
\left(\frac{\cos\theta\sin\varphi}{\sin\theta\cos\varphi}\right)^2=1.0\times10^{-10}.
$$
A dipole along $y$ in s-polarized light absorbs $3.3\times10^{-9}$ times as much as the normal dipole in p-polarized light. Above an ideal metal, the finite height of a molecule therefore has a negligible effect on the rule.

A real metal admits some field. To estimate its effect, give the metal a finite relative permittivity $\varepsilon$ and consider p-polarized light. The magnetic field $H$ points along $y$. Inside the metal it varies as $e^{-iksz}$, where $s=\sqrt{\varepsilon-\sin^2\theta}$ and $\mathrm{Im}\,s>0$, so that it decays toward negative $z$. Maxwell's equation $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$ gives, at the surface on the metal side,
$$
E_x=\frac{\partial_zH}{i\omega\varepsilon_0\varepsilon}=-\frac{ksH}{\omega\varepsilon_0\varepsilon}.
$$
This component is continuous. On the vacuum side the same equation, with relative permittivity one and $\partial_xH=ik\sin\theta\,H$, gives $E_z=-k\sin\theta\,H/(\omega\varepsilon_0)$. Thus
$$
\left|\frac{E_x}{E_z}\right|=\left|\frac{\sqrt{\varepsilon-\sin^2\theta}}{\varepsilon\sin\theta}\right|. \tag{19}
$$
For large $|\varepsilon|$ and fixed nonzero $\theta$ this ratio falls as $|\varepsilon|^{-1/2}$. The model value $\varepsilon=-1000+300i$ gives 0.031 at $80^\circ$, or $9.9\times10^{-4}$ after squaring. In this model, field penetration into the metal weakens the rule far more than the height of the molecule does, yet tangential absorption remains about a thousand times weaker than normal absorption for equal dipole derivatives. The permittivity of a free-electron metal falls in magnitude with rising frequency: a Drude metal with this value at 1729 cm$^{-1}$ has $\varepsilon\approx-175+21i$ at 4272 cm$^{-1}$, where the squared ratio is $5.9\times10^{-3}$, a factor of about 170. The fourfold rise of the normal intensity at $80^\circ$ is also reduced, to 3.7 and 3.2 at these two frequencies.

The rule can fail more seriously when its geometry fails. On a rough surface or a small particle, the local normal need not be the normal of the average surface. On a semiconductor or an insulator, the tangential field need not be small. If a growing oxide separates the molecules from the metal, the vacuum formulas used here, including (3) for the image and (9) for the field at the molecule, no longer apply unchanged. A missing band on a flat, highly conducting metal can mean that the corresponding bond is absent, that too few molecules carry it, or that its vibration has too small a normal dipole derivative to be detected. The missing band alone does not decide between these.

The numerical output below lists computed values and the model parameters. Its self-image shifts include only the normal dipole component, so the antisymmetric stretch appears there with zero shift; the value 0.20 cm$^{-1}$ given above follows from (11) with the tangential dipole.

## Computed results

```
MODEL CHECKS
lateral moment of surface charge / tangential dipole: -1.000000
far amplitude / free dipole at k d = 0.01, angle 80 deg:
  normal dipole: 1.999997
  tangential dipole (perpendicular to plane): 0.003473
film test: k*thickness = 0.05, imaginary susceptibility = 0.001
  loss on metal, normal response: 1.1164e-03
  loss without metal, normal response: 2.7918e-04
  ratio metal / no metal: 3.9988
  loss on metal, tangential response: 8.7268e-10
model oscillator peak with self-image / without: 0.97468
model metal permittivity: -1000 + 300i
  surface field ratio |Ex/Ez|: 0.03144
  its square: 9.885e-04
WATER, RHF/6-31++g**, harmonic
masses O, H: 15.99491, 1.00783 u
bond length: 0.9431 angstrom; bond angle: 107.09 deg
bend: 1729.3 cm^-1
  |my|, |mz| upright: 0.0000, 0.3416 e/sqrt(u)
  |mz| tilted: 0.2958 e/sqrt(u)
  band area upright: 0.12657 cm^-1
  band area tilted: 0.09493 cm^-1
  self-image shift upright: 1.2234 cm^-1 downward
symmetric stretch: 4150.2 cm^-1
  |my|, |mz| upright: 0.0000, 0.1448 e/sqrt(u)
  |mz| tilted: 0.1254 e/sqrt(u)
  band area upright: 0.02274 cm^-1
  band area tilted: 0.01705 cm^-1
  self-image shift upright: 0.0915 cm^-1 downward
antisymmetric stretch: 4271.9 cm^-1
  |my|, |mz| upright: 0.3037, 0.0000 e/sqrt(u)
  |mz| tilted: 0.1518 e/sqrt(u)
  band area upright: 0.00000 cm^-1
  band area tilted: 0.02501 cm^-1
  self-image shift upright: 0.0000 cm^-1 downward
LAYER
incidence angle: 80 deg; tilt: 30 deg
height: 0.3 nm; density: 1.0 nm^-2
power factor 4 sin^2(theta): 3.8794
angle factor sin^2(theta)/cos(theta): 5.5851
bend band area from exact film spectrum: 0.12625 cm^-1
bend peak loss at full width 10 cm^-1: 0.802 percent
k d at the bend: 3.260e-04
tangential/normal absorption, p light: 9.96e-11
tangential (s light) / normal (p light) absorption: 3.30e-09
```
